# Why unguided diffusion Monte Carlo is unstable at attractive Coulomb centres: test program

```python
"""
Result under test: for an electron attracted by a point charge Z (Hartree atomic
units, H = -1/2 Laplacian - Z/r), the primitive branching weight exp(tau*Z/r) has
an infinite mean after a Gaussian diffusion step, while the exact mean weight
m(r,tau) = E exp(integral of Z/|B_s| ds) and the exact kernel K are finite.
Symbols: tau = imaginary-time step, r = distance to the nucleus, B_s = Brownian
path with variance s per coordinate, A = mean action along the free path,
eps = inner cutoff radius, zeta = exponent of the guide exp(-zeta*r).
"""
import numpy as np
import sympy as sp
from scipy.integrate import quad, trapezoid
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import erf, erfc, gamma, gammainc

rng = np.random.default_rng(12345)
Z, tau = 1.0, 0.1
print(f"charge Z = {Z:.1f}, time step tau = {tau:.2f} 1/Ha")


# ---------- exact propagation on a radial grid ----------
def propagate(charge, time, points=1499, box=6.0):
    """Return grid, m(r), m(0) and K(0,0) from the s-wave Hamiltonian."""
    h = box / (points + 1)
    r = h * np.arange(1, points + 1)
    energy, vec = eigh_tridiagonal(1 / h**2 - charge / r,
                                   np.full(points - 1, -0.5 / h**2))
    decay = np.exp(-time * energy)
    mean = (vec @ (decay * (vec.T @ r))) / r
    cusp = 1 - charge * h          # regular solution: r*(1 - charge*r + ...)
    kernel = np.sum(vec[0]**2 * decay) / (4 * np.pi * h**3 * cusp**2)
    return r, mean, mean[0] / cusp, kernel


def mean_action(r, charge, time):
    """Closed form of charge * int_0^time erf(r/sqrt(2s))/r ds."""
    r = np.maximum(r, 1e-5 * np.sqrt(time))
    y = r / np.sqrt(2 * time)
    lost = (1 + 2 * y**2) * erfc(y) - 2 * y * np.exp(-y**2) / np.sqrt(np.pi)
    return charge * time * (1 - lost) / r


def mean_bound(charge, time):
    x = charge * np.sqrt(2 * time)
    return np.exp(x**2) * (1 + erf(x))


def kernel_bound(charge, time):
    return (np.pi * time)**-1.5 * mean_bound(2 * charge, time / 2)


free_kernel = (2 * np.pi * tau)**-1.5
grid, m_exact, m0, k00 = propagate(Z, tau)
_, _, m0_coarse, k00_coarse = propagate(Z, tau, points=749)
assert abs(m0 - m0_coarse) < 1e-3 and abs(k00 / k00_coarse - 1) < 2e-3

# first order in the charge, taken from the grid by central differences
dz = 0.01
_, m_plus, m0_plus, k_plus = propagate(dz, tau)
_, m_minus, m0_minus, k_minus = propagate(-dz, tau)
slope0 = (m0_plus - m0_minus) / (2 * dz)
assert abs(slope0 / (2 * np.sqrt(2 * tau / np.pi)) - 1) < 3e-3
kernel_slope = (k_plus - k_minus) / (2 * dz * free_kernel)
assert abs(kernel_slope / np.sqrt(2 * np.pi * tau) - 1) < 3e-3
step = grid[0]
for radius in (0.02, 0.1, 0.3, 1.0):
    i = int(round(radius / step)) - 1
    slope = (m_plus[i] - m_minus[i]) / (2 * dz)
    by_quad = quad(lambda s: erf(radius / np.sqrt(2 * s)) / radius, 0, tau)[0]
    assert abs(slope / mean_action(radius, 1.0, tau) - 1) < 3e-3
    assert abs(by_quad / mean_action(radius, 1.0, tau) - 1) < 1e-6

# bounds, also at stronger charges
for charge in (1.0, 2.0, 4.0):
    _, _, m_c, k_c = propagate(charge, tau)
    assert np.exp(mean_action(0.0, charge, tau)) < m_c < mean_bound(charge, tau)
    assert k_c < kernel_bound(charge, tau)

# time-ordered integrals behind the upper bound, and their sum
def ordered(n, t):
    return (np.pi * t)**(n / 2) / gamma(n / 2 + 1)


for n in (1, 2, 3, 4):
    nested = quad(lambda q: 2 * ordered(n - 1, max(tau - q * q, 0.0)),
                  0, np.sqrt(tau))[0]
    assert abs(nested / ordered(n, tau) - 1) < 1e-6
series = sum((Z * np.sqrt(2 / np.pi))**n * ordered(n, tau) for n in range(60))
assert abs(series / mean_bound(Z, tau) - 1) < 1e-10

print(f"mean action from nucleus A(0) = {mean_action(0.0, Z, tau):.4f}")
print(f"lower bound exp A(0) = {np.exp(mean_action(0.0, Z, tau)):.4f}")
print(f"exact mean weight m(0) = {m0:.4f}")
print(f"upper bound on mean weight = {mean_bound(Z, tau):.4f}")
print(f"free kernel K_free(0,0) = {free_kernel:.4f} bohr^-3")
print(f"exact kernel K(0,0) = {k00:.3f} bohr^-3")
print(f"ratio K/K_free at nucleus = {k00 / free_kernel:.3f}")
print(f"first-order ratio 1+Z*sqrt(2 pi tau) = {1 + Z*np.sqrt(2*np.pi*tau):.3f}")
print(f"upper bound on K = {kernel_bound(Z, tau):.2f} bohr^-3")
print("r (bohr): exp(tau Z/r), exp A(r), exact m(r)")
for radius in (0.02, 0.1, 0.3, 1.0):
    i = int(round(radius / step)) - 1
    lower = np.exp(mean_action(radius, Z, tau))
    assert lower < m_exact[i] < mean_bound(Z, tau)
    print(f"  {radius:.2f}: {np.exp(tau*Z/radius):.4f}, {lower:.4f}, {m_exact[i]:.4f}")

# ---------- Brownian paths with the bounded slice action ----------
slices, paths = 200, 100000
delta = tau / slices
position = np.zeros((3, paths))
action = np.zeros(paths)
for _ in range(slices):
    action += mean_action(np.sqrt((position**2).sum(axis=0)), Z, delta)
    position += np.sqrt(delta) * rng.standard_normal((3, paths))
path_weight = np.exp(action)
path_mean = path_weight.mean()
path_error = path_weight.std() / np.sqrt(paths)
assert abs(path_mean - m0) < 0.01   # sampling error plus finite slice length
print(f"m(0) from {paths} paths, {slices} slices = {path_mean:.4f}")
print(f"  its statistical error = {path_error:.4f}")

# ---------- time and action collected inside a small ball ----------
ball = 0.1


def action_rate(s):
    top = min(ball / np.sqrt(s), 12.0)
    return quad(lambda x: np.sqrt(2 / np.pi) * x * np.exp(-x * x / 2),
                0, top)[0] / np.sqrt(s)


def time_integral(f):
    g = lambda q: 2 * q * f(q * q)
    return quad(g, 0, ball)[0] + quad(g, ball, np.inf)[0]


time_inside = time_integral(lambda s: gammainc(1.5, ball**2 / (2 * s)))
action_inside = Z * time_integral(action_rate)
assert abs(time_inside / ball**2 - 1) < 1e-4
assert abs(action_inside / (2 * Z * ball) - 1) < 1e-4
print(f"mean total time within {ball:.1f} bohr = {time_inside:.5f} 1/Ha")
print(f"mean action collected there = {action_inside:.4f}")
print(f"frozen action tau Z/r at that radius = {tau * Z / ball:.4f}")


# ---------- primitive mean with an inner cutoff ----------
def cutoff_mean(eps, centre, log_weight):
    """Mean of exp(log_weight) over a Gaussian step, restricted to r > eps."""
    v = np.linspace(np.log(eps), np.log(centre + 12 * np.sqrt(tau)), 400001)
    r = np.exp(v)
    x = np.maximum(r * centre / tau, 1e-8)
    density = free_kernel * np.exp(-(r**2 + centre**2) / (2 * tau)) * np.sinh(x) / x
    return trapezoid(4 * np.pi * r**3 * density * np.exp(log_weight(r)), v)


print("cutoff eps (bohr): primitive mean weight from nucleus")
for ratio in (5, 10, 20, 40, 80):
    eps = tau * Z / ratio
    value = cutoff_mean(eps, 0.0, lambda r: tau * Z / r)
    print(f"  {eps:.5f}: {value:.4g}")
leading = 4 * np.pi * free_kernel * eps**4 / (tau * Z) * np.exp(tau * Z / eps)
assert abs(value / (leading * (1 + 4 / ratio)) - 1) < 0.01
second = cutoff_mean(1e-7, 0.0, lambda r: 2 * np.log(tau * Z / r)) / 2
assert abs(second / (Z**2 * tau / 2) - 1) < 1e-4
third = [cutoff_mean(e, 0.0, lambda r: 3 * np.log(tau * Z / r)) / 6
         for e in (1e-3, 1e-4, 1e-5)]
per_decade = 4 * np.pi * free_kernel * (tau * Z)**3 * np.log(10) / 6
assert abs((third[1] - third[0]) / per_decade - 1) < 1e-3
assert abs((third[2] - third[1]) / per_decade - 1) < 1e-3
print(f"second-order primitive term = {second:.4f}")
print(f"third-order term, growth per decade of eps = {per_decade:.5f}")


# ---------- what a finite run sees ----------
def contact_density(t):
    """Density at the nucleus: ground state exp(-Zr) as walkers, then one step."""
    f = lambda r: (4 * np.pi * r**2 * (2 * np.pi * t)**-1.5
                   * np.exp(-r**2 / (2 * t)) * Z**3 / (8 * np.pi) * np.exp(-Z * r))
    return quad(f, 0, 14 * np.sqrt(t))[0]


def tail(w, t):
    return 4 * np.pi / 3 * contact_density(t) * (t * Z / np.log(w))**3


def log_largest(n, t):
    return t * Z * (4 * np.pi * contact_density(t) * n / (3 * np.log(2)))**(1 / 3)


def takeover(t):
    return brentq(lambda u: log_largest(np.exp(u), t) - u, np.log(1e3), np.log(1e16))


def sample_log_weights(n, t):
    old = rng.gamma(3.0, 1 / Z, n)
    along = old + np.sqrt(t) * rng.standard_normal(n)
    return t * Z / np.sqrt(along**2 + 2 * t * rng.exponential(size=n))


block, blocks = 100000, 200
hits, largest = 0, []
for _ in range(blocks):
    logs = sample_log_weights(block, tau)
    hits += np.count_nonzero(logs > 1)
    largest.append(logs.max())
sampled_tail = hits / (block * blocks)
assert abs(sampled_tail / tail(np.e, tau) - 1) < 0.10
assert abs(np.median(largest) / log_largest(block, tau) - 1) < 0.12
print(f"walker density at nucleus = {contact_density(tau):.5f} bohr^-3")
print(f"P(W > e): law {tail(np.e, tau):.3e}, sampled {sampled_tail:.3e}")
print(f"median ln W_max, N = {block}: law {log_largest(block, tau):.3f}")
print(f"  sampled in {blocks} blocks = {np.median(largest):.3f}")
print(f"P(W > 100) per walker step = {tail(100, tau):.3e}")
print(f"  mean steps between, 1000 walkers = {1 / (1000 * tail(100, tau)):.0f}")

coarse_tau, trials = 0.5, 80
critical = int(np.exp(takeover(coarse_tau)))
dominated = 0
for _ in range(trials):
    logs = sample_log_weights(critical, coarse_tau)
    dominated += 1 / np.exp(logs - logs.max()).sum() > 0.5
fraction = dominated / trials
assert 0.25 < fraction < 0.75
print("tau (1/Ha): N at which one walker takes over")
for t in (coarse_tau, tau, 0.01):
    print(f"  {t:.2f}: {np.exp(takeover(t)):.2e}")
print(f"sampled takeover fraction, tau = {coarse_tau:.1f}: {fraction:.2f}"
      f" of {trials} blocks")

# ---------- guides with and without the nuclear cusp ----------
rs, zs, cs, al = sp.symbols("r zeta Z alpha", positive=True)


def local_energy(psi):
    kinetic = -(sp.diff(psi, rs, 2) + 2 * sp.diff(psi, rs) / rs) / (2 * psi)
    return sp.simplify(kinetic - cs / rs)


slater, gauss = sp.exp(-zs * rs), sp.exp(-al * rs**2)
e_slater, e_gauss = local_energy(slater), local_energy(gauss)
assert sp.simplify(e_slater - (-zs**2 / 2 + (zs - cs) / rs)) == 0
assert sp.limit(rs * e_gauss, rs, 0) == -cs
start, eps_guide = 0.5, 2e-4
print(f"drifted step from r = {start:.1f} bohr, eps = {eps_guide:.4f} bohr")
print("guide: log10 of cutoff mean weight")
log_means = {}
cases = [("Gaussian, alpha = 0.3 bohr^-2", gauss, e_gauss, {al: 0.3, cs: Z})]
cases += [(f"exp(-{z} r)", slater, e_slater, {zs: z, cs: Z}) for z in (0.8, 1.0, 1.2)]
for name, psi, energy, values in cases:
    drift = float((sp.diff(psi, rs) / psi).subs(values).subs(rs, start))
    energy_fn = sp.lambdify(rs, energy.subs(values), "numpy")
    mean = cutoff_mean(eps_guide, start + tau * drift,
                       lambda r: -tau * energy_fn(r) * np.ones_like(r))
    log_means[name] = np.log10(mean)
    print(f"  {name}: {log_means[name]:.3f}")
assert log_means["Gaussian, alpha = 0.3 bohr^-2"] > 100
assert log_means["exp(-0.8 r)"] > 20
assert abs(log_means["exp(-1.0 r)"] - tau * Z**2 / 2 / np.log(10)) < 1e-4
assert log_means["exp(-1.2 r)"] < tau * 1.2**2 / 2 / np.log(10)

print("verified")
```

It prints:

```
charge Z = 1.0, time step tau = 0.10 1/Ha
mean action from nucleus A(0) = 0.5046
lower bound exp A(0) = 1.6564
exact mean weight m(0) = 1.6762
upper bound on mean weight = 1.7990
free kernel K_free(0,0) = 2.0078 bohr^-3
exact kernel K(0,0) = 4.505 bohr^-3
ratio K/K_free at nucleus = 2.243
first-order ratio 1+Z*sqrt(2 pi tau) = 1.793
upper bound on K = 13.80 bohr^-3
r (bohr): exp(tau Z/r), exp A(r), exact m(r)
  0.02: 148.4132, 1.6241, 1.6434
  0.10: 2.7183, 1.5113, 1.5278
  0.30: 1.3956, 1.3193, 1.3275
  1.00: 1.1052, 1.1051, 1.1054
m(0) from 100000 paths, 200 slices = 1.6741
  its statistical error = 0.0008
mean total time within 0.1 bohr = 0.01000 1/Ha
mean action collected there = 0.2000
frozen action tau Z/r at that radius = 1.0000
cutoff eps (bohr): primitive mean weight from nucleus
  0.02000: 1.321
  0.01000: 1.418
  0.00500: 98.81
  0.00250: 2.586e+09
  0.00125: 3.595e+25
second-order primitive term = 0.0500
third-order term, growth per decade of eps = 0.00968
walker density at nucleus = 0.02455 bohr^-3
P(W > e): law 1.029e-04, sampled 1.003e-04
median ln W_max, N = 100000: law 2.457
  sampled in 200 blocks = 2.458
P(W > 100) per walker step = 1.053e-06
  mean steps between, 1000 walkers = 950
tau (1/Ha): N at which one walker takes over
  0.50: 1.59e+05
  0.10: 3.54e+07
  0.01: 7.66e+10
sampled takeover fraction, tau = 0.5: 0.51 of 80 blocks
drifted step from r = 0.5 bohr, eps = 0.0002 bohr
guide: log10 of cutoff mean weight
  Gaussian, alpha = 0.3 bohr^-2: 204.238
  exp(-0.8 r): 31.383
  exp(-1.0 r): 0.022
  exp(-1.2 r): 0.014
verified
```
